\section*{Small thickness fluctuations and the mean capacitance of gate dielectrics, part 1}

(Sections cited here and not found follow in the second part.)

\section{The local capacitance of a film of uneven thickness}

\subsection{The question and the model}

A dielectric film lies between two metal electrodes. Its thickness varies from place to place, but a capacitance measurement on a large pad returns one number. If that number is converted to a thickness with the parallel-plate formula, the result is not the mean thickness of the film. Thin places gain more capacitance than equally displaced thick places lose, so the pad looks thinner than it is on average. The size of this shift is needed whenever a capacitance is compared with a thickness map, or a permittivity is extracted from the two together.

Let $\mathbf r=(x,y)$ be the position in the plane of the film and $t(\mathbf r)$ the local thickness. Angle brackets denote an average over the projected area $A$ of the pad,
\begin{equation}
\langle f\rangle=\frac1A\int_A f(\mathbf r)\,d^2r .
\label{eq:average}
\end{equation}
The mean thickness is $t_0=\langle t\rangle$, and the relative fluctuation $\delta$ is defined by
\begin{equation}
t(\mathbf r)=t_0\,[1+\delta(\mathbf r)] .
\label{eq:delta}
\end{equation}
Averaging both sides gives $t_0=t_0(1+\langle\delta\rangle)$, hence $\langle\delta\rangle=0$. The standard deviation of the thickness is $\sigma$, and the relative variance is
\begin{equation}
s^2=\langle\delta^2\rangle=\frac{\langle(t-t_0)^2\rangle}{t_0^2}=\frac{\sigma^2}{t_0^2}.
\label{eq:variance}
\end{equation}

The dielectric is linear, with permittivity $\varepsilon=\varepsilon_0\kappa$ independent of position. The electrodes are ideal conductors, and no leakage current flows. The capacitance of a semiconductor electrode and the finite screening length of a real metal are left out; both would act in series with the film. The thickness is positive everywhere, with a smallest value above zero, so that
\begin{equation}
-1<\delta_{\min}\le\delta(\mathbf r)\le\delta_{\max}.
\label{eq:range}
\end{equation}

The last assumption is the local one: each small area behaves as a parallel-plate capacitor of the thickness found there. Its capacitance per projected area is
\begin{equation}
c(\mathbf r)=\frac{\varepsilon}{t(\mathbf r)} .
\label{eq:local}
\end{equation}
This requires the thickness to change little over a lateral distance comparable with $t_0$, and both electrodes to be nearly parallel to the plane of the film. For a film with one flat electrode, the second half of the text turns this requirement into bounds and gives the correction for weak roughness of shorter wavelength.

\subsection{From the charge to an exact expression}

All parts of an electrode have the same potential, so every local capacitor carries the same voltage $V$. The area element $d^2r$ holds the charge $c(\mathbf r)V\,d^2r$. The charges add, and the total divided by $AV$ is the capacitance per area of the pad:
\begin{equation}
\frac{Q}{AV}=\frac1A\int_A c(\mathbf r)\,d^2r=\langle c\rangle
=\varepsilon\left\langle\frac1t\right\rangle .
\label{eq:parallel}
\end{equation}
The quantity to be averaged is therefore $1/t$, not $t$. A uniform film with the same mean thickness has
\begin{equation}
c_0=\frac{\varepsilon}{t_0}.
\label{eq:c0}
\end{equation}
The fractional gain over this film will be called the excess,
\begin{equation}
X=\frac{\langle c\rangle}{c_0}-1=\left\langle\frac1{1+\delta}\right\rangle-1 .
\label{eq:Xdef}
\end{equation}

To separate the part of $1/(1+\delta)$ that averages to zero, start from the product
\begin{equation}
(1-\delta)(1+\delta)=1-\delta^2 .
\end{equation}
Move $\delta^2$ to the left and divide by $1+\delta$, which is positive by Eq.~\eqref{eq:range}:
\begin{equation}
\frac1{1+\delta}=1-\delta+\frac{\delta^2}{1+\delta}.
\label{eq:identity}
\end{equation}
No expansion has been made. The average of the linear term vanishes because $t_0$ is the mean thickness, and Eq.~\eqref{eq:Xdef} becomes
\begin{equation}
X=\left\langle\frac{\delta^2}{1+\delta}\right\rangle .
\label{eq:Xexact}
\end{equation}
The integrand is nowhere negative. Within the local model, uneven thickness thus never lowers the capacitance below that of the uniform film with the same mean thickness.

Equation~\eqref{eq:Xexact} is also the better form for computation. The difference in Eq.~\eqref{eq:Xdef} subtracts two numbers close to one and loses digits when $X$ is small. Equation~\eqref{eq:Xexact} adds small positive terms directly. For a map with cells of area fraction $a_j$, where $\sum_j a_j=1$, the steps are
\begin{equation}
t_0=\sum_j a_jt_j,\qquad
\delta_j=\frac{t_j}{t_0}-1,\qquad
X=\sum_j a_j\frac{\delta_j^2}{1+\delta_j}.
\label{eq:discrete}
\end{equation}

\subsection{Proof of the variance rule}

Equation~\eqref{eq:range} gives $1+\delta_{\min}\le1+\delta\le1+\delta_{\max}$ at every point. All three quantities are positive, so taking reciprocals reverses the order. Multiplication by $\delta^2\ge0$ and averaging then give
\begin{equation}
\frac{s^2}{1+\delta_{\max}}\le X\le\frac{s^2}{1+\delta_{\min}} .
\label{eq:bounds}
\end{equation}

To state the limit of small fluctuations precisely, let $\delta=\lambda g$, where $g(\mathbf r)$ is a fixed bounded pattern with zero mean and nonzero variance, and $\lambda>0$ sets its strength. Dividing Eq.~\eqref{eq:bounds} by $s^2=\lambda^2\langle g^2\rangle$ yields
\begin{equation}
\frac1{1+\lambda g_{\max}}\le\frac{X}{s^2}\le\frac1{1+\lambda g_{\min}} .
\end{equation}
Both outer expressions tend to one as $\lambda\to0$, so $X/s^2\to1$. To leading order in the fluctuation,
\begin{equation}
\boxed{\;\langle c\rangle\simeq\frac{\varepsilon}{t_0}\left(1+s^2\right),
\qquad X\simeq s^2=\frac{\sigma^2}{t_0^2}\;}
\label{eq:main}
\end{equation}
In words, for small fluctuations the fractional gain equals the relative thickness variance.

Two places of equal area show the mechanism. Let their relative fluctuations be $+d$ and $-d$. Their mean capacitance relative to $c_0$ is
\begin{equation}
\frac12\left(\frac1{1+d}+\frac1{1-d}\right)
=\frac12\,\frac{(1-d)+(1+d)}{1-d^2}=\frac1{1-d^2}.
\end{equation}
The linear changes cancel. What remains comes from the upward curvature of $1/t$, and for small $d$ it is $d^2$, the variance of this two-valued film.

The comparison film matters as much as the variance. Suppose that the reference thickness is not $t_0$ but $t_r=t_0(1+\eta)$. Then
\begin{equation}
\frac{\langle c\rangle}{\varepsilon/t_r}=\frac{t_r}{t_0}\,\frac{\langle c\rangle}{\varepsilon/t_0}
=(1+\eta)(1+X)\simeq1+\eta+s^2 .
\label{eq:reference}
\end{equation}
An error $\eta$ in the mean thickness enters linearly. For $s=0.1$, a one per cent error in $t_0$ is as large as the whole effect. A nominal thickness can therefore replace the measured mean only if its relative error is much smaller than $s^2$.

Noise in the map also matters. Let the recorded relative fluctuation be $\delta+n$, where $n$ has zero mean and is uncorrelated with $\delta$. The recorded variance is
\begin{equation}
\langle(\delta+n)^2\rangle=\langle\delta^2\rangle+2\langle\delta n\rangle+\langle n^2\rangle
=s^2+\langle n^2\rangle .
\end{equation}
The noise variance must be subtracted before Eq.~\eqref{eq:main} is used.

\subsection{Asymmetry and the next terms}

The first correction to the variance rule follows from one more use of the same algebra. Since $\delta^2(1+\delta)=\delta^2+\delta^3$,
\begin{equation}
\frac{\delta^2}{1+\delta}=\delta^2-\frac{\delta^3}{1+\delta},
\qquad
\frac{\delta^3}{1+\delta}=\delta^3-\frac{\delta^4}{1+\delta}.
\end{equation}
Inserting the second relation into the first and averaging gives
\begin{equation}
X=s^2-\langle\delta^3\rangle+\left\langle\frac{\delta^4}{1+\delta}\right\rangle .
\label{eq:third}
\end{equation}
This is still an identity. A distribution with a tail towards thin places has $\langle\delta^3\rangle<0$, and its cubic term raises the capacitance. A tail towards thick places has the opposite effect. For a symmetric distribution the cubic term is zero, and the first correction is of fourth order.

Consider a film in which 10\,\% of the area is 30\,\% thinner than the mean. The rest must be thicker by $0.1\times0.3/0.9=0.0333$ to keep $\langle\delta\rangle=0$. The moments are
\begin{align}
s^2&=0.1(-0.3)^2+0.9(0.0333)^2=0.0100,\\
\langle\delta^3\rangle&=0.1(-0.3)^3+0.9(0.0333)^3=-0.00267 .
\end{align}
The direct average gives
\begin{equation}
X=\frac{0.1}{0.7}+\frac{0.9}{1.03333}-1=0.0138 .
\end{equation}
If the 10\,\% are thicker by 30\,\% instead, both signs of $\delta$ are reversed. The variance is unchanged, but
\begin{equation}
X=\frac{0.1}{1.3}+\frac{0.9}{0.96667}-1=0.0080 .
\end{equation}
The two films have the same mean and variance, yet their excesses are 1.38\,\% and 0.80\,\%. The variance alone is not enough at this level of asymmetry. When all fluctuations are made one hundred times smaller, the ratios $X/s^2$ become 1.0027 and 0.9973. The deviations from one have opposite signs and agree with the cubic term, $-\langle\delta^3\rangle/s^2=\pm0.0027$.

\subsection{A sinusoidal film}

A smooth profile with a closed answer is useful for checking an implementation. Let $\delta=a\cos\theta$, where $\theta$ runs uniformly over a period and $0<a<1$. The average of $\cos^2\theta$ is one half, so $s^2=a^2/2$. By symmetry it is enough to average over $0<\theta<\pi$. With $u=\tan(\theta/2)$,
\begin{equation}
\cos\theta=\frac{1-u^2}{1+u^2},\qquad d\theta=\frac{2\,du}{1+u^2},
\end{equation}
and the factor $1+u^2$ cancels:
\begin{align}
\left\langle\frac1{1+\delta}\right\rangle
&=\frac1\pi\int_0^\pi\frac{d\theta}{1+a\cos\theta}
=\frac2\pi\int_0^\infty\frac{du}{(1+a)+(1-a)u^2}\\
&=\frac2\pi\,\frac1{\sqrt{(1+a)(1-a)}}\,\frac\pi2
=\frac1{\sqrt{1-a^2}} .
\end{align}
Substituting $a^2=2s^2$ gives
\begin{equation}
X=\frac1{\sqrt{1-2s^2}}-1=s^2+\frac32s^4+O(s^6).
\label{eq:sine}
\end{equation}

For the worked example take the round model parameters $\kappa=20$, $t_0=3.00$~nm and $\sigma=0.30$~nm. Then $s=0.30/3.00=0.10$ and $s^2=1.00\,\%$. The amplitude of the sinusoid is $\sqrt2\,\sigma=0.424$~nm. The uniform film has $c_0=\varepsilon_0\kappa/t_0=5.903~\mu\mathrm{F/cm^2}$. Equation~\eqref{eq:sine} gives
\begin{equation}
X=\frac1{\sqrt{0.98}}-1=1.015\,\%,\qquad
\langle c\rangle=1.01015\times5.903=5.963~\mu\mathrm{F/cm^2}.
\end{equation}
The variance rule accounts for 1.00\,\%, and the fourth-order term in Eq.~\eqref{eq:sine} supplies the remaining 0.015\,\%.

An irregular map gives a similar value. It is a sum of twelve plane waves with random phases, scaled to $s^2=1.00\,\%$, with $\delta_{\min}=-0.285$ and $\delta_{\max}=0.342$. Equation~\eqref{eq:bounds} confines the excess to the range from 0.75\,\% to 1.40\,\%. The direct average is 1.02\,\%.

\subsection{Electrical thickness and the Gaussian tail}

The thickness inferred from the pad capacitance is
\begin{equation}
t_{\mathrm{el}}=\frac{\varepsilon}{\langle c\rangle}
=\left\langle\frac1t\right\rangle^{-1}=\frac{t_0}{1+X}\simeq t_0(1-s^2).
\label{eq:tel}
\end{equation}
It is the harmonic mean of the thickness. In the example $t_{\mathrm{el}}=3.00/1.01015=2.970$~nm, which is 0.030~nm below the mean. If the permittivity is inferred instead, by multiplying $\langle c\rangle$ by $t_0/\varepsilon_0$, the result is $\kappa(1+X)=20.2$ rather than 20.

A Gaussian thickness distribution needs a cut-off. Let $u=t/t_0$ and
\begin{equation}
p(u)=\frac1{s\sqrt{2\pi}}\exp\left[-\frac{(u-1)^2}{2s^2}\right].
\end{equation}
The density at $u=0$ is not zero. Since $p(u)/p(0)\simeq e^{u/s^2}$ for small $u$, it is nearly constant between two cut-offs $u_1<u_2\ll s^2$, so
\begin{equation}
\int_{u_1}^{u_2}\frac{p(u)}u\,du\simeq p(0)\ln\frac{u_2}{u_1}.
\end{equation}
This grows without limit as $u_1\to0$, so the mean of $1/t$ over positive thickness diverges, and negative thickness has no meaning. For $s=0.1$ the growth is only $1.8\times10^{-21}$ per decade once the cut-off lies far below $s^2=0.01$. A positive lower limit five or more standard deviations below the mean, $u\le0.5$, then gives the same practical answer. A limit within about three standard deviations removes a noticeable part of the thin tail and lowers the excess. The coefficient $p(0)$ contains $e^{-1/(2s^2)}$ and rises steeply with $s$, so for a rough film the lower limit must come from the actual film.

\section{Layered films and lateral length scales}

\subsection{Symbols and results carried over}

The film has local thickness $t=t_0(1+\delta)$ with $\langle\delta\rangle=0$, where angle brackets average over projected area. Its permittivity is $\varepsilon=\varepsilon_0\kappa$, its thickness has standard deviation $\sigma$, and $s^2=\langle\delta^2\rangle=\sigma^2/t_0^2$. The local capacitance per area is $c=\varepsilon/t$, and a uniform film has $c_0=\varepsilon/t_0$. The excess $X=\langle c\rangle/c_0-1$ equals $\langle\delta^2/(1+\delta)\rangle$, and $X\simeq s^2$ for small fluctuations. The example has $\kappa=20$, $t_0=3.00$~nm and $\sigma=0.30$~nm, with a sinusoidal profile for which the local model gives $X=1.015\,\%$.

Two questions remain. A gate stack may contain a second layer of lower permittivity, which changes the weight of the fluctuation. And the local formula must fail when the thickness varies over too short a distance.

For a single film in the local model, the fractional gain in capacitance over a uniform film of the same mean thickness has been found exactly, and for small fluctuations it equals the relative thickness variance. What remains is the effect of a second layer, and of thickness that varies over too short a distance for the local model.
